# Closest Distance for Helium Field Ionization above a Tungsten Tip

## Problem

A gas field ion source for helium-ion lithography uses a tungsten tip at a positive potential. Helium atoms near the apex lose an electron to the metal, and the ions are accelerated away to form the beam. Take a field of magnitude $F=44$ V/nm, uniform near the surface and pointing away from it, and a work function $\phi=4.5$ eV, a rough typical value for tungsten.

The ionization energy of the free helium atom is $I=24.56$ eV. This is a computed value: the difference between the energy of He$^+$, from diagonalizing its one-electron Hamiltonian, and that of He, from coupled-cluster theory with single and double excitations (CCSD), both in the aug-cc-pVQZ basis. For two electrons CCSD is complete within the basis. The calculation leaves out relativistic effects and nuclear motion. The last digit is not converged: aug-cc-pVTZ gives 24.54 eV, aug-cc-pV5Z gives 24.58 eV, and the basis-set limit is 24.59 eV. This shift of 0.03 eV changes the closest distance found below by less than 0.001 nm.

1. Neglecting image and polarization energies, how close to the metal can the atom be ionized?
2. How far do these two energies move the answer?
3. What changes if the field belongs to an atomically small protrusion?
4. Is an atom at the closest distance certain to be ionized?

The distance $x$ runs from the electrical surface, the plane from which the linear potential outside the metal appears to start. It is not measured from the outermost tungsten nuclei. The metal is at zero temperature unless stated otherwise.

## First estimate by scaling

The field must supply an energy of the order of the ionization energy. Over a distance $x$ it supplies $eFx$ to a charge $e$, so the relevant length is

$$x\sim\frac{I}{eF}=\frac{24.56\ \text{eV}}{44\ \text{eV/nm}}=0.56\ \text{nm}.$$

The estimate shows that the distance varies as $1/F$. It treats the metal merely as the place where the potential starts, and ignores the energy gained when the electron enters it.

## Solution

### The energy balance

Compare two states with the nucleus at the same distance $x$. In the first, the atom is neutral. In the second, a He$^+$ ion is at $x$ and the electron is in the metal.

Let the electrostatic potential of the applied field be zero at the surface. Since the field points outward, the potential at $x$ is $-Fx$. The energy difference, final minus initial, has three parts:

- Separating the electron from the free atom costs $+I$.
- Putting the electron into the lowest empty state of the metal, at the Fermi level, returns $\phi$ and contributes $-\phi$.
- The ion has charge $+e$ at potential $-Fx$ and contributes $-eFx$. The neutral atom has no net charge and, being spherical, no permanent dipole, so it contributes nothing linear in $F$.

Therefore

$$\Delta E(x)=I-\phi-eFx .$$

The electron can also enter a state above the Fermi level, which raises the final energy. States below it are full and closed by the Pauli principle. An energy-conserving transfer is thus possible if $\Delta E\le 0$, with any surplus $-\Delta E$ placing the electron above the Fermi level. Setting $\Delta E=0$ gives the closest distance,

$$\boxed{x_c=\frac{I-\phi}{eF}}$$

The same condition can be read as a crossing of levels. Relative to the vacuum level just outside the surface, the atomic electron has energy $-I+eFx$ and the Fermi level lies at $-\phi$. The atomic level rises as the atom moves outward, and at $x_c$ it meets the Fermi level.

For the given values,

$$x_c=\frac{24.56-4.50}{44}\ \text{nm}=\frac{20.06}{44}\ \text{nm}=0.456\ \text{nm},$$

or about 0.46 nm (4.6 Å).

The crossing also appears in a calculation that does not assume the formula. A one-dimensional electron moves in a metal 3 nm wide, with its band bottom at $-10$ eV, next to a Gaussian well of standard deviation 0.03 nm that binds it by 24.56 eV. The potential energy outside the metal rises as $eFz$, where $z$ is the height above the surface. The combined Hamiltonian is diagonalized on a grid and all states below $-\phi$ are filled. As the well is moved outward, its occupation falls through one half at 0.458 nm for 44 V/nm. At 30 V/nm this happens at 0.670 nm, where the formula gives 0.669 nm.

In both cases the model distance exceeds the formula by less than 0.5%. The excess depends on the well: at 44 V/nm it grows to 1% when the width is doubled.

### Image and polarization energies

The ion attracts negative charge to the metal surface. For a flat classical conductor, the force equals that of an image charge $-e$ at distance $2x$ from the ion. Bringing the ion in from infinity changes its energy by

$$-\int_x^\infty\frac{e^2}{4\pi\varepsilon_0(2x')^2}\,dx'=-\frac{e^2}{16\pi\varepsilon_0x}=-\frac{C}{4x},\qquad C=\frac{e^2}{4\pi\varepsilon_0}=1.440\ \text{eV nm}.$$

At $x_c$ this is $-0.79$ eV. It lowers the final state and so helps ionization.

The field also polarizes both species, lowering the atom by $\tfrac12\alpha_aF^2$ and the ion by $\tfrac12\alpha_iF^2$. The cost of ionization therefore changes by

$$\delta=\tfrac12(\alpha_a-\alpha_i)F^2 .$$

The energies computed with and without a weak field give $\alpha_a=1.384$ and $\alpha_i=0.281$ atomic units. In the same units $F=44/514.2=0.0856$, and one hartree is 27.21 eV, so

$$\delta=\tfrac12(1.384-0.281)(0.0856)^2\times27.21\ \text{eV}=0.11\ \text{eV}.$$

This term opposes ionization, because the neutral atom is the more polarizable of the two.

With $\Delta=I-\phi+\delta=20.17$ eV, the threshold condition becomes

$$eFx+\frac{C}{4x}=\Delta .$$

Multiplication by $x$ and collection of terms give

$$eFx^2-\Delta x+\frac C4=0,\qquad x_\pm=\frac{\Delta\pm\sqrt{\Delta^2-eFC}}{2eF}.$$

The plus sign is the physical choice, since $x_+\to\Delta/(eF)$ when the image term is removed. The other root is about 0.02 nm, a distance at which a separate atom outside a classical surface has no meaning. Numerically,

$$x_+=\frac{20.17+\sqrt{20.17^2-44\times1.440}}{2\times44}\ \text{nm}=0.440\ \text{nm}.$$

The image energy alone gives 0.437 nm and polarization alone gives 0.459 nm. Together they move the threshold inward by 0.016 nm, or 3.5% of $x_c$. The classical image law is itself a rough approximation so close to a metal, so this is the size of the correction and not a refined value of the distance.

### A field that decays

What the threshold fixes is a potential drop, $V_c=(I-\phi)/e=20.06$ V. If the field weakens away from the surface, the atom must be farther out to reach the same drop.

For a smooth spherical tip of radius $R$ with surface field $F$, the field at height $x$ is $FR^2/(R+x)^2$. Integration from the surface gives

$$V(x)=FR^2\left(\frac1R-\frac1{R+x}\right)=\frac{FRx}{R+x}.$$

Set this equal to $V_c=Fx_c$ and divide by $F$. Then $Rx=x_c(R+x)$, so $x(R-x_c)=Rx_c$ and

$$x=\frac{x_c}{1-x_c/R}.$$

For $R=100$ nm the distance is 0.458 nm, and the curvature of the whole tip hardly matters.

A small protrusion is different. Model it as a conducting hemisphere of radius $a$ on a conducting plane in a distant field $F_0$. With $z$ the height above the plane and $r$ the distance from the centre of the hemisphere, the potential drop from the metal is

$$V=F_0z\left(1-\frac{a^3}{r^3}\right).$$

This is the sum of a uniform-field potential and a dipole potential, both of which satisfy Laplace's equation. It vanishes on the plane $z=0$ and on the hemisphere $r=a$, as required. On the axis $r=z$, so $V=F_0(z-a^3/z^2)$ and

$$\frac{dV}{dz}=F_0\left(1+\frac{2a^3}{z^3}\right),$$

which equals $3F_0$ at the apex. Holding the apex field at $F$ requires $F_0=F/3$. At $z=a+x$ the threshold condition is then

$$\frac F3\left[a+x-\frac{a^3}{(a+x)^2}\right]=V_c .$$

For $a=1$ nm, numerical root finding gives $x=0.71$ nm, which is 56% above the uniform-field result. Of the corrections evaluated here, this is the largest. It depends strongly on the chosen $a$: a radius of 1 nm spans several atoms, and $a=0.3$ nm gives 1.08 nm. It also rests on treating so small an object as a smooth conductor, and on which field is held fixed. With 44 V/nm at the apex and $a=1$ nm, the field at the atom at threshold is only 20.5 V/nm. If instead the field at the atom is held at 44 V/nm, the field is stronger everywhere below it and the threshold moves inward, to 0.36 nm, with 74 V/nm at the apex.

### Tunnelling at the threshold

The energy condition permits ionization but does not make it certain. Let $s$ be the distance from the helium nucleus towards the metal. The electron's potential energy there, in the field and the attraction of the He$^+$ ion, is $eF(x-s)-C/s$. Subtracting the level $-I+eFx$ gives the barrier height above the level,

$$B(s)=I-eFs-\frac Cs .$$

Its derivative, $-eF+C/s^2$, vanishes at $s=\sqrt{C/(eF)}=0.18$ nm, where

$$B_{\max}=I-2\sqrt{eFC}=24.56-2\sqrt{44\times1.440}=8.6\ \text{eV}.$$

The barrier starts at the inner zero of $B$, $s_1=0.067$ nm. Its outer zero is at 0.492 nm, but for an atom at $x_c$ the metal begins at $s=0.456$ nm. The electron therefore tunnels directly into the metal through a barrier 0.39 nm wide.

With $m$ the electron mass, numerical integration of the one-dimensional WKB exponent gives

$$2\int_{s_1}^{x_c}\frac{\sqrt{2mB(s)}}{\hbar}\,ds=9.5,\qquad e^{-9.5}\approx7\times10^{-5}.$$

This is the transmission in one encounter with a one-dimensional barrier, cut along the field direction where the barrier is lowest. It overstates tunnelling from a three-dimensional atom: the same estimate in parabolic coordinates gives an exponent of about 13.6 and a factor near $10^{-6}$. It is not the probability that a passing atom is ionized, which also depends on how often the electron meets the barrier and how long the atom stays. The barrier used here omits the image forces at the surface. In the classical approximation they lower the barrier and raise the transmission several-fold, but it remains far below one.

## Comparison

The scaling estimate and the solution of the uniform-field model have the ratio

$$\frac{I/(eF)}{(I-\phi)/(eF)}=\frac{I}{I-\phi}=\frac{24.56}{20.06}=1.22 .$$

The estimate is 22% too large relative to $x_c$, and the whole difference is the work function. The two agree when $\phi\ll I$. As $\phi$ approaches $I$ they part completely: $x_c$ goes to zero while the estimate stays finite. For $\phi>I$ the energy balance favours transfer even without a field, and a closest distance set by the field loses its meaning.

In a real helium source, a field near 44 V/nm, a tip radius of order 100 nm and a cold tip are roughly typical. The work function varies between crystal faces. A change of 0.5 eV, taken as a rough measure, moves $x_c$ by $0.5/44=0.011$ nm. At 80 K the Fermi edge has a width of about $4k_BT=0.028$ eV, with $k_B$ Boltzmann's constant and $T$ the temperature, which blurs the threshold by only 0.0006 nm. Of the effects evaluated here, a departure from the uniform field can matter most, because such sources can emit from a few atoms at the apex. The protrusion model with $a=1$ nm moves the distance from 0.46 to 0.71 nm at the same apex field, but the weaker field there raises the one-dimensional exponent from 9.5 to about 20, so ionization at that distance is strongly suppressed. At the same field at the atom the distance moves inward instead, to 0.36 nm. The model shows the size of the effect, not the distance above a real emitter. The value 0.46 nm therefore belongs to a surface whose field stays nearly constant over the first half nanometre.
